# Chebyshev Propagation: Bessel Coefficients, Convergence Threshold and Cost of Time Steps

A quantum state evolves under a time-independent Hermitian Hamiltonian $H$, represented by a finite matrix. Its eigenvalues are known to lie in an interval $[E_{\min},E_{\max}]$, but the eigenvectors are not known. We can afford products of $H$ with vectors, so we approximate $U(t)=e^{-iHt/\hbar}$, with $t>0$, by a polynomial in $H$. The problem is to find a good polynomial, the degree it needs, and the consequences for the choice of time step.

Throughout,
$$E_c=\frac{E_{\max}+E_{\min}}2,\qquad R=\frac{E_{\max}-E_{\min}}2,\qquad z=\frac{Rt}{\hbar}.$$
Thus $z$ is half the width of the assumed interval times the time, in units of $\hbar$. The norm $\|A\|$ is the largest factor by which $A$ can stretch a vector.

**(a) Expand $U(t)$ in Chebyshev polynomials, defined by $T_k(\cos\theta)=\cos k\theta$, and find the coefficients. How is the sum applied to a state?**

*Solution.* Define $X=(H-E_c)/R$, whose eigenvalues $x_j$ lie in $[-1,1]$. Since $H=E_c+RX$ and a number commutes with $X$,
$$U(t)=e^{-iE_ct/\hbar}\,e^{-izX}.$$
In the eigenbasis of $X$, any function $f(X)$ is diagonal with entries $f(x_j)$. It is therefore enough to expand the scalar function $e^{-izx}$ for $x=\cos\theta$.

The Bessel functions of integer order are defined by the Laurent series
$$e^{z(w-1/w)/2}=\sum_{k=-\infty}^{\infty}J_k(z)\,w^k,\qquad w\ne0. \tag{1}$$
The left side is unchanged by $w\to-1/w$, whereas $w^k$ becomes $(-1)^kw^{-k}$. Comparing coefficients gives $J_{-k}=(-1)^kJ_k$.

Now put $w=-ie^{i\theta}$. Then $1/w=ie^{-i\theta}$, so $w-1/w=-i(e^{i\theta}+e^{-i\theta})=-2i\cos\theta$, and (1) becomes
$$e^{-iz\cos\theta}=\sum_{k=-\infty}^{\infty}(-i)^kJ_k(z)e^{ik\theta}. \tag{2}$$
The coefficient at $-k$ is $(-i)^{-k}J_{-k}=i^k(-1)^kJ_k=(-i)^kJ_k$, equal to that at $+k$. Each pair therefore gives $2(-i)^kJ_k\cos k\theta$, while $k=0$ occurs once. Hence
$$U(t)=e^{-iE_ct/\hbar}\sum_{k=0}^{\infty}(2-\delta_{k0})(-i)^kJ_k(z)\,T_k(X). \tag{3}$$

From $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$ follows $T_{k+1}(x)=2xT_k(x)-T_{k-1}(x)$. For a state $\psi$, the vectors $v_k=T_k(X)\psi$ thus obey
$$v_0=\psi,\qquad v_1=X\psi,\qquad v_{k+1}=2Xv_k-v_{k-1}.$$
Stopping at order $K$ costs $K$ products with $H$. The time enters through the phase and the Bessel coefficients, not through $v_k$. One recursion can therefore supply the state at several times, if it is carried to the order needed by the longest.

**(b) Let $U_K$ be the sum stopped at order $K$. Bound its error when $n=K+1>z$.**

*Solution.* On $[-1,1]$, $|T_k|=|\cos k\theta|\le1$, so $\|T_k(X)\|\le1$. The triangle inequality gives
$$\|U-U_K\|\le2\sum_{k=n}^{\infty}|J_k(z)|. \tag{4}$$

To bound the Bessel functions, extract the coefficient of $w^k$ in (1) by integrating around the circle $w=e^{\alpha}e^{i\theta}$, with $\alpha>0$:
$$J_k(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z(w-1/w)/2}\,e^{-k\alpha-ik\theta}\,d\theta. \tag{5}$$
The real part of $(w-1/w)/2$ is $\tfrac12(e^\alpha-e^{-\alpha})\cos\theta=\sinh\alpha\cos\theta\le\sinh\alpha$. Therefore
$$|J_k(z)|\le e^{z\sinh\alpha-k\alpha}\qquad\text{for every }\alpha>0. \tag{6}$$

At $k=n$ the exponent has derivative $z\cosh\alpha-n$ and positive second derivative $z\sinh\alpha$. Its minimum is at $\cosh\alpha=n/z$, which has a positive solution because $n>z$. Keep this $\alpha$ for all $k\ge n$. The bounds then form a geometric series with ratio $e^{-\alpha}$:
$$\|U-U_K\|\le\frac{2e^{z\sinh\alpha-n\alpha}}{1-e^{-\alpha}}
=\frac{2e^{-n(\alpha-\tanh\alpha)}}{1-e^{-\alpha}}, \tag{7}$$
where $z=n/\cosh\alpha$ was used in the last step. For $n\le z$ the exponent has no minimum at positive $\alpha$, and this argument gives no decay.

**(c) Show that the convergence is superexponential at fixed $z$. How fast does the error fall per added order?**

*Solution.* Since $z\sinh\alpha=\sqrt{n^2-z^2}$, the exponential in (7) is $e^{-\varphi(n)}$ with
$$\varphi(n)=n\alpha-\sqrt{n^2-z^2},\qquad \alpha=\operatorname{arccosh}(n/z).$$
Treat $n$ as continuous. Because $d\alpha/dn=1/\sqrt{n^2-z^2}$,
$$\varphi'(n)=\alpha+\frac n{\sqrt{n^2-z^2}}-\frac n{\sqrt{n^2-z^2}}=\operatorname{arccosh}\frac nz. \tag{8}$$
This is the decay rate per order of the exponential in the bound. It is zero at $n=z$ and then rises without limit. For any constant $c$, $\varphi(n)-cn$ tends to infinity, while the prefactor in (7) tends to 2. The error therefore falls faster than $e^{-cn}$ for every $c$, which is what superexponential means.

For $n\gg z$, expand $\alpha=\ln[(n+\sqrt{n^2-z^2})/z]=\ln(2n/z)-z^2/(4n^2)+\dots$ and $\sqrt{n^2-z^2}=n-z^2/(2n)+\dots$. Then
$$\varphi(n)=n\ln\frac{2n}{ez}+\frac{z^2}{4n}+\dots,\qquad e^{-\varphi}\approx\left(\frac{ez}{2n}\right)^n.$$
The last form keeps only the leading term of $\varphi$; the neglected factor $e^{-z^2/(4n)}$ approaches one only when $n\gg z^2$. This far form drops below one only for $n>ez/2\approx1.36z$. It misses the decay between $z$ and $1.36z$, where (8) must be used.

The bound also has nearly the right slope. With $\cosh\alpha=k/z$, the exponent in (5) near $\theta=0$ is $-\varphi(k)-\tfrac12\sqrt{k^2-z^2}\,\theta^2$ plus terms of third and higher order. When the Gaussian is narrow, its integral gives
$$J_k(z)\approx\frac{e^{-\varphi(k)}}{\sqrt{2\pi}\,(k^2-z^2)^{1/4}}. \tag{9}$$
The prefactor adds $k/[2(k^2-z^2)]$ to the decay rate. At $z=90$ and $k=120.5$ this is 0.009. The arccosh rate is 0.802, and the ratio of neighbouring Bessel functions gives 0.811. At $k=360.5$ the two rates are 2.065 and 2.066.

**(d) Is it enough to pass $K=z$? Estimate the order needed for a small tolerance $\varepsilon$ when $z$ is large.**

*Solution.* No: the error is still large there (0.33 at $K=z=90$ in the example of (f)), and the exponent $\varphi$ of the bound starts with zero slope. Let $n=z+d$ with $d\ll z$. From $\cosh\alpha\approx1+\alpha^2/2$, the rate a distance $s$ above threshold is $\alpha\approx\sqrt{2s/z}$. Since $\varphi(z)=0$, integration of (8) gives
$$\varphi\approx\int_0^d\sqrt{\frac{2s}{z}}\,ds=\frac{2\sqrt2}{3}\frac{d^{3/2}}{\sqrt z}.$$
Setting $\varphi=\ln(1/\varepsilon)$ and ignoring prefactors,
$$K\approx z+c\,z^{1/3},\qquad c=\left[\frac{3\ln(1/\varepsilon)}{2\sqrt2}\right]^{2/3}. \tag{10}$$
The difference between $K$ and $n$ is negligible here. Above the threshold lies a transition layer whose width grows as $z^{1/3}$. Its share of the total order vanishes at large $z$.

For $\varepsilon=10^{-10}$, $\ln(1/\varepsilon)=23.03$ and $c=8.42$. The orders at which the Bessel tail in (4) first meets this tolerance are:

| $z$ | $K$ | $K/z$ | $(K-z)/z^{1/3}$ |
|---:|---:|---:|---:|
| 10 | 28 | 2.80 | 8.36 |
| 100 | 137 | 1.37 | 7.97 |
| 1000 | 1079 | 1.08 | 7.90 |
| 10000 | 10169 | 1.02 | 7.84 |

The last column is nearly constant but somewhat below 8.42. The prefactors explain this. Near threshold the geometric sum contributes $1/\alpha\approx\sqrt{z/(2d)}$, and (9) contributes $(2\pi)^{-1/2}(2zd)^{-1/4}$. With $d=c\,z^{1/3}$, all powers of $z$ cancel:
$$2\sum_{k\ge n}J_k\approx\frac{0.474}{c^{3/4}}\exp\left(-\frac{2\sqrt2}{3}c^{3/2}\right).$$
Setting this equal to $10^{-10}$ gives $c\approx7.85$, in agreement with the entry at the largest $z$.

**(e) Could a different polynomial of degree $K<z$ do much better?**

*Solution.* Not if it must work over the whole interval. Let $p$ be any polynomial of degree at most $K$. The maximum of the squared error is at least its average over $\theta$. As a function of $\theta$, $p(\cos\theta)$ contains Fourier terms with $|k|\le K$ only, so it cannot cancel the higher terms in (2). Parseval's relation gives
$$\max_{-1\le x\le1}|e^{-izx}-p(x)|^2\ge2\sum_{k>K}J_k(z)^2. \tag{11}$$

To evaluate this sum at large $z$, write $f(\theta)=e^{-iz\cos\theta}$ and average $f(\theta+\phi)f^*(\theta)$ over $\theta$. By (2), the average is $\sum_kJ_k^2e^{ik\phi}$, with $k$ running over all integers. Directly,
$$-iz[\cos(\theta+\phi)-\cos\theta]=2iz\sin\frac\phi2\,\sin\left(\theta+\frac\phi2\right).$$
Putting $w=e^{i\theta}$ in (1) shows that the average of $e^{iy\sin\theta}$ is $J_0(y)$. Hence
$$\sum_{k=-\infty}^{\infty}J_k(z)^2e^{ik\phi}=J_0\left(2z\sin\frac\phi2\right). \tag{12}$$
At $\phi=0$ the weights $J_k^2$ add up to one, so they form a probability distribution. With $\phi=s/z$ and $z\to\infty$, the right side tends to $J_0(s)$. This is the average of $e^{is\sin\theta}$ for uniformly distributed $\theta$. Convergence of these characteristic functions to a continuous limit implies that $k/z$ becomes distributed like $\sin\theta$. For fixed $\kappa=K/z<1$,
$$2\sum_{k>K}J_k^2\longrightarrow\operatorname{Prob}(|\sin\theta|>\kappa)=\frac2\pi\arccos\kappa. \tag{13}$$

The phase $-z\cos\theta$ has local frequency $z\sin\theta$, which reaches $z$ in magnitude. A polynomial of lower degree lacks the frequencies needed to follow it. At $K=z/2$, (13) gives $2/3$, and the error is at least about $\sqrt{2/3}=0.816$. At $z=90$, $K=45$, the square root of the sum in (11) is 0.8158. For comparison, the zero polynomial has error 1.

This is a statement about a filled interval. If a matrix has $N$ distinct eigenvalues, a polynomial of degree $N-1$ can interpolate the exponential at all of them. Constructing it in that way requires the eigenvalues, which the Chebyshev method does not.

**(f) One electron moves on 128 grid points of spacing $h=0.5$ bohr, centred on $x=0$, with zero wave function beyond the ends. The potential is $-D e^{-x^2/(2s^2)}$, with $D=1$ hartree and $s=2$ bohr. Use three-point differences for the kinetic energy. What order propagates it for 20 atomic units of time with error below $10^{-10}$?**

*Solution.* In atomic units the kinetic energy acts as
$$(T\psi)_j=-\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{2h^2}.$$
Its eigenfunctions are sine waves with phase advance $q$ per point. Since $\sin[q(j+1)]+\sin[q(j-1)]=2\cos q\sin qj$, the eigenvalues are $(1-\cos q)/h^2$, between 0 and $2/h^2=8$ hartree. The potential lies between $-1$ and 0. Expectation values of the sum, and so its eigenvalues, lie between $-1$ and 8 hartree. Thus $E_c=3.5$ hartree, $R=4.5$ hartree and $z=4.5\times20=90$. The time is 0.484 fs.

For $K=126$, $n=127$ and $\cosh\alpha=127/90$, so $\alpha=0.878264$. Then
$$\varphi=127\alpha-\sqrt{127^2-90^2}\approx111.540-89.605=21.935.$$
With $1-e^{-\alpha}=0.584$, (7) guarantees an error below $1.02\times10^{-9}$. The sharper Bessel sum (4) is $4.2\times10^{-11}$ and meets the tolerance; 126 is the first order at which it does. At order 125 the sum is $1.03\times10^{-10}$, just too large for a guarantee, although the actual error for this matrix is already $7.3\times10^{-11}$. Comparison with diagonalization of the same matrix gives:

| $K$ | operator error | Bessel tail (4) |
|---:|---:|---:|
| 45 | 1.20 | 7.34 |
| 80 | 1.27 | 2.63 |
| 90 | 0.33 | 0.57 |
| 100 | $4.7\times10^{-3}$ | $7.5\times10^{-3}$ |
| 110 | $1.0\times10^{-5}$ | $1.5\times10^{-5}$ |
| 120 | $5.1\times10^{-9}$ | $7.4\times10^{-9}$ |
| 126 | $3.0\times10^{-11}$ | $4.2\times10^{-11}$ |

These are absolute errors of an operator whose norm is one. From order 45 to order 80 the operator error does not improve, although the error of a particular state can: for the packet described below it falls from 1.07 to 0.20. Above order 90, successive blocks of ten orders reduce the tail by factors of about 76, 490 and 2100: the rate itself grows. At order 200 the tail is $10^{-49}$, but the measured difference is $5\times10^{-13}$. Truncation cannot cause this difference; it is rounding error, almost all of it from the diagonalization used as reference.

A Gaussian packet whose position has standard deviation 2 bohr starts at $-10$ bohr with wave number 1 bohr$^{-1}$. Both diagonalization and order 126 put its final mean position at 11.4657 bohr. This agreement tests the time propagation on the given grid, not the grid's accuracy. The truncated sum is not unitary, but its norm is a poor error measure. At order 90 the packet norm is wrong by 0.7%, while the norm of the state error is 0.136.

**(g) Should the interval of time be divided into shorter steps?**

*Solution.* Let $m$ equal steps have exact propagator $u$ and approximation $v$, with $\|u-v\|\le\eta$. Replacing one factor at a time gives
$$v^m-u^m=\sum_{j=0}^{m-1}v^j(v-u)u^{m-1-j}.$$
Since $\|u\|=1$ and $\|v\|\le1+\eta$, the total error is at most $\sum_j(1+\eta)^j\eta=(1+\eta)^m-1\approx m\eta$ for $m\eta\ll1$. We therefore assign each step the tolerance $\varepsilon/m$. While $z/m$ remains large, (10) gives the total cost
$$m\left[\frac zm+c_m\left(\frac zm\right)^{1/3}\right]=z+c_m\,m^{2/3}z^{1/3},$$
where $c_m$ belongs to $\varepsilon/m$. The unavoidable part $z$ is unchanged, but the transition layer is paid for in every step.

For $z=90$ and total tolerance $10^{-10}$, with the order of each step chosen from the tail (4), 1, 3, 9, 30 and 90 steps take 126, 168, 261, 510 and 990 products. The single step spends $126-90=36$ products above threshold. Scaling this by $3^{2/3}=2.08$ predicts about 165 products for three steps, before allowing for the tighter tolerance.

For this time-independent $H$, one long step is cheapest among these choices. If $H$ changes with time, $e^{-iHt/\hbar}$ is in general no longer the propagator. Steps must then be short enough to resolve the change, and the saving is limited. In either case a larger $R$ raises the cost: on a fine grid, $2/h^2$ dominates the width, so halving $h$ makes $z$ roughly four times larger.

**(h) What happens if the assumed energy interval is too narrow?**

*Solution.* Some scaled eigenvalue then has $|x|=\cosh\beta>1$. Continuing $\theta$ to $i\beta$ gives $|T_k(x)|=\cosh k\beta$, which grows exponentially, and (4) no longer applies. Let $z'$ be calculated with the assumed half width. Choosing $\alpha=\beta$ in (6) bounds each term with $k\ge1$:
$$2|J_k(z')|\cosh k\beta\le e^{z'\sinh\beta}(1+e^{-2k\beta}).$$
The series still converges, because the decay rate $\operatorname{arccosh}(k/z')$ exceeds $\beta$ once $k>z'\cosh\beta$. Before that, large terms must cancel to leave a number of modulus one. Near the turning point $k=z'\cosh\beta$, (9) estimates their size as $e^{z'\sinh\beta}/\sqrt{2\pi z'\sinh\beta}$.

Reduce $R$ in the example to $4.5/1.05=4.286$ hartree, keeping the centre. The largest $|x|$ is 1.0486 and $e^{z'\sinh\beta}=5.6\times10^{11}$. The estimate gives $4.3\times10^{10}$ for the largest term; its computed value is $4.2\times10^{10}$. At order 126 the operator error is $1.7\times10^4$. At order 200 it is still $9\times10^{-4}$, although truncation is then negligible by (6). The remainder is rounding error, mostly from the computed Bessel functions. Between orders 80 and 120 their relative errors reach about $3\times10^{-14}$, and terms as large as $4\times10^{10}$ turn this into an error of order $10^{-3}$. With Bessel values accurate to double precision, the same recursion leaves an error of only about $8\times10^{-6}$.

An interval that is too wide is safe and raises the cost in proportion to $R$ at large $z$. An interval that is too narrow can destroy the result. A guaranteed bound, such as the one in (f), is therefore worth a few extra products. The numerical output below lists the main values.

## Computed results

```
Grid points: 128; spacing: 0.5 bohr
Well depth: 1.0 hartree; width parameter: 2.0 bohr
Assumed interval: -1.0 to 8.0 hartree
Computed spectrum: -0.77501 to 7.99407 hartree
Centre: 3.5 hartree; half width R: 4.5 hartree
Time: 20.0 atomic units = 0.4838 fs
z = R t / hbar: 90.0 (dimensionless)
Order 45: lower bound on max error, any polynomial: 0.8158
Order 45: max error of least-squares polynomial: 1.1634
Order | operator error | Bessel tail | bound | state error | norm-1
45 | 1.20e+00 | 7.34e+00 | none | 1.07e+00 | -8.3e-01
80 | 1.27e+00 | 2.63e+00 | none | 2.02e-01 | 9.1e-02
90 | 3.28e-01 | 5.69e-01 | 1.31e+01 | 1.36e-01 | -7.0e-03
100 | 4.72e-03 | 7.50e-03 | 1.41e-01 | 2.58e-03 | 5.1e-05
110 | 1.00e-05 | 1.52e-05 | 3.20e-04 | 6.09e-06 | -3.0e-08
120 | 5.09e-09 | 7.36e-09 | 1.70e-07 | 3.24e-09 | 3.5e-12
126 | 2.99e-11 | 4.22e-11 | 1.02e-09 | 1.92e-11 | -2.2e-14
130 | 8.79e-13 | 1.09e-12 | 2.70e-11 | 5.03e-13 | -3.3e-16
200 | 4.89e-13 | 1.11e-49 | 3.73e-48 | 8.08e-14 | -4.4e-16
Packet start: centre -10.0 bohr, width 2.0 bohr, wave number 1.0 1/bohr
Final mean position, diagonalization: 11.46566365 bohr
Final mean position, order 126: 11.46566365 bohr
Decay rate per order at z=90: k+1/2 | from Bessel ratio | arccosh
100.5 | 0.5012 | 0.4785
120.5 | 0.8108 | 0.8016
180.5 | 1.3238 | 1.3202
360.5 | 2.0663 | 2.0649
Tolerance: 1e-10; estimated (K-z)/z^(1/3): 8.418
z | needed K | K/z | (K-z)/z^(1/3)
10 | 28 | 2.8000 | 8.355
100 | 137 | 1.3700 | 7.971
1000 | 1079 | 1.0790 | 7.900
10000 | 10169 | 1.0169 | 7.844
Growth power of K-z from z=1000 to 10000: 0.3303
Steps | z per step | order per step | total products with H
1 | 90.0 | 126 | 126
3 | 30.0 | 56 | 168
9 | 10.0 | 29 | 261
30 | 3.0 | 17 | 510
90 | 1.0 | 11 | 990
Narrow half width: 4.28571 hartree; largest |x|: 1.04862
Largest term: 4.19e+10; exp(z sinh eta): 5.60e+11
Narrow-interval operator error, order 126: 1.67e+04
Narrow-interval operator error, order 200: 9.36e-04
```
